# Pionium: width and lifetime for decay to two neutral pions

**Setting.** Pionium is the Coulomb bound state of $\pi^+$ and $\pi^-$. In its 1S state the strong interaction can convert the pair into two neutral pions, which are slightly lighter. Take $\hbar=c=1$, energies in MeV, charged-pion mass $M$, neutral-pion mass $M_0$ and $\Delta=M^2-M_0^2$.

The S-wave scattering lengths for isospin 0 and 2, multiplied by $M$, are the pure numbers $a_0$ and $a_2$. They refer to an isospin-symmetric world in which all pions have mass $M$. Near threshold the phase shifts are $\delta_I\simeq a_I\,p/M$, so attraction counts as positive. Scattering amplitudes $T$ use one-particle states normalized to $2E$ per unit volume, and $S=1+i(2\pi)^4\delta^4(P_f-P_i)\,T$.

## Part (a): isospin

**Question.** With isospin symmetry, express the amplitude for $\pi^+\pi^-\to\pi^0\pi^0$ through the amplitudes $T^0$ and $T^2$ of definite isospin.

**Answer.** Let $a,b$ be the Cartesian isospin indices of the initial pions and $c,d$ those of the final ones. Invariance under isospin rotations allows three structures:

$$T^{ab;cd}=\delta^{ab}\delta^{cd}A+\delta^{ac}\delta^{bd}B+\delta^{ad}\delta^{bc}C .$$

The charged pions have the vectors $e_\pm=(1,\pm i,0)/\sqrt2$, and the neutral pion has $(0,0,1)$. In the $A$ term the initial pair gives $e_+\cdot e_-=(1+1)/2=1$ and the final pair gives 1. The $B$ and $C$ terms need a third component of $e_\pm$, which is zero. Hence $T(\pi^+\pi^-\to\pi^0\pi^0)=A$.

The normalized isospin-0 state is $\delta^{ab}/\sqrt3$. Contracting both sides with it gives

$$T^0=\tfrac13(9A+3B+3C)=3A+B+C .$$

An isospin-2 state is a symmetric traceless tensor $S^{ab}$ with $\sum|S^{ab}|^2=1$. The trace removes $A$, and the other terms give $T^2=B+C$. Subtracting,

$$A=\frac{T^0-T^2}{3}.$$

If the two isospin channels scattered equally, there would be no conversion of charge. Another phase convention for the pion states can change the overall sign, which does not affect the rate.

## Part (b): from amplitude to scattering length

**Question.** Use unitarity to find the threshold value of $A$ in terms of $a_0-a_2$.

**Answer.** First we need the two-body phase space. For total energy $\sqrt s$, pion momentum $k$ and pion energy $\omega$,

$$\Phi=\int\frac{d^3k}{(2\pi)^3\,4\omega^2}\,2\pi\,\delta(\sqrt s-2\omega)
=\frac{k^2}{4\pi\omega^2}\,\frac{\omega}{2k}
=\frac{k}{8\pi\omega}=\frac{k}{4\pi\sqrt s}.$$

The factor $\omega/(2k)$ is $1/|d(2\omega)/dk|$, since $d\omega/dk=k/\omega$.

In the elastic region $S^\dagger S=1$ gives, for an S-wave amplitude between identical bosons in the isospin formalism,

$$2\,\mathrm{Im}\,T^I=\tfrac12\,\Phi\,|T^I|^2 .$$

The factor $\tfrac12$ prevents counting the same intermediate pair twice. Insert $T^I=N e^{i\delta_I}\sin\delta_I$ with real $N$, and $\Phi=p/(4\pi\sqrt s)$:

$$2N\sin^2\delta_I=\frac{p}{8\pi\sqrt s}N^2\sin^2\delta_I
\quad\Rightarrow\quad N=\frac{16\pi\sqrt s}{p}.$$

At threshold $\sqrt s\to2M$ and $e^{i\delta_I}\sin\delta_I\to a_I p/M$. The momentum cancels, so $T^I\to32\pi a_I$ and

$$A_{\rm thr}=\frac{32\pi}{3}(a_0-a_2).$$

## Part (c): decay of the atom

**Question.** Derive the 1S width at leading order in $\alpha$ and in isospin breaking, keeping the mass difference in the final momentum.

**Answer.** The atom has reduced mass $M/2$, Bohr radius $2/(\alpha M)$ and binding energy $\alpha^2M/4$. Its normalized ground state therefore has

$$|\psi(0)|^2=\frac1\pi\left(\frac{\alpha M}{2}\right)^3=\frac{\alpha^3M^3}{8\pi}.$$

Write the atom, of mass $M_A$, as a superposition of free pairs with momenta $\mathbf q$ and $-\mathbf q$. Typical momenta are $\alpha M/2\ll M$, so at leading order the energies in the normalization factors become $M$, and the strong amplitude takes its threshold value. With states normalized as above,

$$T_{\rm atom}=\frac{\sqrt{2M_A}}{2M}\,A_{\rm thr}\int\frac{d^3q}{(2\pi)^3}\tilde\psi(\mathbf q)
=\frac{\sqrt{2M_A}}{2M}\,A_{\rm thr}\,\psi(0).$$

Here $\sqrt{2M_A}$ normalizes the atom, and $1/(2M)$ removes the normalization $\sqrt{2M}$ of each constituent. The integral is the wave function at zero separation, because the conversion has short range.

The decay rate in the rest frame is $1/(2M_A)$ times the squared amplitude times phase space, with another $\tfrac12$ for two identical final pions:

$$\Gamma=\frac{1}{2M_A}\,\frac12\,|T_{\rm atom}|^2\Phi
=\frac{|\psi(0)|^2A_{\rm thr}^2}{8M^2}\,\Phi .$$

Energy conservation fixes the final momentum:

$$2\sqrt{M_0^2+p_*^2}=2M-\frac{\alpha^2M}{4}
\quad\Rightarrow\quad
p_*^2=\left(M-\frac{\alpha^2M}{8}\right)^2-M_0^2 .$$

In the denominator of $\Phi$ we may set $\sqrt s=2M$; this changes that factor by relative order $\alpha^2$. Thus $\Phi=p_*/(8\pi M)$, and

$$\Gamma=\frac{\alpha^3M^3}{8\pi}\,\frac{1}{8M^2}\,
\frac{1024\pi^2}{9}(a_0-a_2)^2\,\frac{p_*}{8\pi M}.$$

All powers of $M$ and $\pi$ cancel, and $1024/(9\cdot512)=2/9$:

$$\boxed{\Gamma=\frac29\,\alpha^3p_*(a_0-a_2)^2 .}$$

The factor $\alpha^3$ comes from the probability density for the pions to meet, $p_*$ from the available phase space, and $(a_0-a_2)^2$ from the strength of charge conversion.

## Part (d): a nonrelativistic check

**Question.** Recover the width from a contact interaction and the golden rule. How well does the contact description agree with a finite-range model?

**Answer.** Define the symmetric charged state $|c\rangle=(|{+-}\rangle+|{-+}\rangle)/\sqrt2$ and the neutral state $|n\rangle=|00\rangle$. From the vectors $e_\pm$, $|{+-}\rangle+|{-+}\rangle=|11\rangle+|22\rangle$. The isospin-0 state $(|11\rangle+|22\rangle+|33\rangle)/\sqrt3$ and the isospin-2 state orthogonal to it are

$$|I{=}0\rangle=\sqrt{\tfrac23}|c\rangle+\sqrt{\tfrac13}|n\rangle,\qquad
|I{=}2\rangle=\sqrt{\tfrac13}|c\rangle-\sqrt{\tfrac23}|n\rangle .$$

The off-diagonal scattering length, now a length, follows by adding the two isospin contributions:

$$a_{cn}=\frac{\sqrt2}{3M}(a_0-a_2).$$

For reduced mass $M/2$, a potential $V_0\delta^3(\mathbf r)$ gives the Born amplitude $f=-(M/4\pi)V_0$. With $f=a_{cn}$ at threshold, $V_0=-4\pi a_{cn}/M$.

The final states are symmetric waves $\sqrt2\cos(\mathbf k\cdot\mathbf r)$ in unit volume. Their squared value at the origin is 2, but $\mathbf k$ and $-\mathbf k$ are the same state, so only half of all directions count. These factors cancel. Set the neutral pair's reduced mass also to $M/2$, so that its kinetic energy is $E=k^2/M$, and choose $E$ so that $k$ equals the relativistic momentum $p_*$ of part (c). Using the actual energy released, $9.178$ MeV, in this nonrelativistic relation would make $k$ about 0.8 percent too large. The golden rule gives

$$\Gamma=2\pi V_0^2|\psi(0)|^2\int\frac{d^3k}{(2\pi)^3}\,\delta\!\left(E-\frac{k^2}{M}\right)
=2\pi\,\frac{16\pi^2a_{cn}^2}{M^2}\,|\psi(0)|^2\,\frac{Mk}{4\pi^2}.$$

This is $8\pi a_{cn}^2k|\psi(0)|^2/M=\alpha^3M^2k\,a_{cn}^2$. Inserting $a_{cn}$ and $k=p_*$ reproduces the boxed result.

A test beyond the golden rule uses square wells of radius $0.5/M$ in the two isospin channels, adjusted to the chosen scattering lengths, with a Coulomb tail outside the wells in the charged channel. An outgoing neutral wave makes the 1S energy complex, and $\Gamma=-2\,\mathrm{Im}\,E$. The ratio of this width to the contact formula is 0.99938. Shrinking the radius and both scattering lengths by 10 and by 100 gives 1.00082 and 1.00013.

The last two values support the contact limit. At full size the ratio depends on the chosen radius: with the same scattering lengths it is about 1.008 for radius $0.25/M$ and 0.980 for radius $1/M$. The departure changes sign between the first two sizes, so the very small departure at full size is no measure of each separate correction. A cancellation between finite-range and Coulomb effects is a plausible reading, but the three ratios do not separate them. Nor do they supply a correction for real pionium, whose short-range interaction is not a square well.

## Part (e): the leading-order lifetime

**Question.** Evaluate the width and lifetime for $M=139.57$ MeV, $M_0=134.98$ MeV, $a_0=0.220$ and $a_2=-0.045$. Check that the approximations of part (c) are reasonable.

**Answer.** The masses are rounded measured inputs, and the scattering lengths are chosen inputs close to theoretical predictions. They give $a_0-a_2=0.265$. The binding energy is $1.858$ keV and $p_*=35.495$ MeV. These digits belong to the rounded masses: changing each mass by $0.005$ MeV can move $p_*$ by $0.04$ MeV and the width by about 0.1 percent. With $\alpha^3=3.88594\times10^{-7}$,

$$\Gamma=\frac29(3.88594\times10^{-7})(35.495\ {\rm MeV})(0.265)^2
=2.1525\times10^{-7}\ {\rm MeV}=0.21525\ {\rm eV}.$$

The lifetime for this decay channel is

$$\tau=\frac{\hbar}{\Gamma}=\frac{6.58212\times10^{-16}\ {\rm eV\,s}}{0.21525\ {\rm eV}}
=3.06\ {\rm fs}.$$

The Bohr momentum is $0.509$ MeV, far below $M$, so the initial pair is mostly near threshold. However, $\tilde\psi(\mathbf q)$ falls only as $q^{-4}$, so momenta of order $M$ and above contribute a fraction of order $\alpha$ to the integral for $\psi(0)$. The threshold approximation therefore leaves out corrections of relative order $\alpha$, not just $\alpha^2$. The width is also far below the binding energy, so the atom is a narrow state. The final momentum is about a quarter of the pion mass, which is why relativistic kinematics was used for $p_*$.

Part (f) shows that isospin breaking in the amplitude lowers this lifetime to about 2.9 fs. The leading formula alone would give 2.9 fs only with $a_0-a_2=0.272$, and adjusting the input in that way would hide isospin breaking inside quantities defined in the isospin limit.

## Part (f): isospin breaking in the amplitude

**Question.** At lowest order in chiral perturbation theory, find how the pion mass difference changes the threshold amplitude. Use the result to improve the lifetime.

**Answer.** Let $F$ be the pion decay constant in the chiral limit, $U=(\sigma+i\boldsymbol\tau\cdot\boldsymbol\pi)/F$ with $\sigma=\sqrt{F^2-\boldsymbol\pi^2}$, and $Q=\mathrm{diag}(2/3,-1/3)$. With equal light-quark masses, the Lagrangian including the short-distance electromagnetic term is

$$\mathcal L=\tfrac12(\partial\boldsymbol\pi)^2+\tfrac12(\partial\sigma)^2+FM_0^2\sigma
+K\,\mathrm{tr}(QUQU^\dagger),$$

where $K$ is a constant. To evaluate the last term, write $Q=\tfrac16+\tfrac12\tau_3$. The terms linear in $\tau_3$ have zero trace. Conjugation by $\tau_3$ reverses the signs of $\pi_1$ and $\pi_2$, so

$$\mathrm{tr}(QUQU^\dagger)=\frac1{18}+\frac{\sigma^2+\pi_3^2-\pi_1^2-\pi_2^2}{2F^2}
=\frac59-\frac{\pi_1^2+\pi_2^2}{F^2}.$$

The last step uses $\sigma^2=F^2-\boldsymbol\pi^2$. This term gives the charged pions an additional squared mass $\Delta=2K/F^2$ and, with this parametrization of $U$, no four-pion vertex. Other parametrizations distribute the vertices differently but give the same on-shell amplitude.

The vertices come from the other terms. From $\sigma=F-\boldsymbol\pi^2/(2F)-(\boldsymbol\pi^2)^2/(8F^3)+\dots$ and $\partial\sigma=-\boldsymbol\pi\cdot\partial\boldsymbol\pi/\sigma$,

$$\mathcal L_4=\frac1{8F^2}\left[(\partial\boldsymbol\pi^2)^2-M_0^2(\boldsymbol\pi^2)^2\right].$$

Write $\boldsymbol\pi^2=2\phi^\dagger\phi+\pi_0^2$, with $\phi$ the complex charged field and $\pi_0=\pi_3$. The terms that connect a charged pair to a neutral pair are

$$\frac1{2F^2}\left[\partial(\phi^\dagger\phi)\cdot\partial(\pi_0^2)-M_0^2\phi^\dagger\phi\,\pi_0^2\right].$$

The incoming charged pair contributes $e^{-iP\cdot x}$, and the outgoing neutral pair contributes $2e^{iP\cdot x}$; the 2 counts the assignments of identical pions. The derivatives give $(-iP)\cdot(iP)=P^2=s$. There are no three-pion vertices, since $\mathcal L$ is even in the pion fields, so this contact term is the whole strong tree amplitude:

$$T(\pi^+\pi^-\to\pi^0\pi^0)=\frac{s-M_0^2}{F^2}.$$

At the charged threshold, $s=4M^2$ and the numerator is $4M^2-M_0^2=3M^2+\Delta$. In the reference world where all pions have mass $M$, it is $3M^2$. The ratio is independent of $F$:

$$R=1+\frac{\Delta}{3M^2}.$$

The choice of reference mass matters. If the isospin limit were defined at $M_0$ instead, the same physical numerator would be $3M_0^2+4\Delta$, and the ratio would be $1+4\Delta/(3M_0^2)$. The scattering lengths would then also have to be those at $M_0$; the two conventions cannot be mixed.

Here $\Delta=1260.2\ {\rm MeV}^2$, so $R=1.0216$ and $R^2=1.0436$. Applying the tree-level ratio as a factor to the input $a_0-a_2$,

$$\Gamma_{\rm corr}=R^2\Gamma=1.0436\times0.21525\ {\rm eV}=0.2246\ {\rm eV},
\qquad \tau_{\rm corr}=\frac{3.058\ {\rm fs}}{1.0436}=2.93\ {\rm fs}.$$

The amplitude increases by about 2.2 percent, and squaring it raises the width by about 4.4 percent. The phase-space effect of the mass difference was already present in $p_*$ and has not been counted again.

## Part (g): limits and remaining uncertainty

**Question.** What happens for excited states and when the mass difference becomes small? What limits the accuracy of the lifetime found in part (f)?

**Answer.** For an $n$S state, $|\psi_n(0)|^2=|\psi_1(0)|^2/n^3$, and the binding energy is $\alpha^2M/(4n^2)$. Since binding hardly changes $p_*$ here, $\Gamma_n\simeq\Gamma_1/n^3$. For 2S, the partial lifetime for this channel is about $8\times2.93\simeq23$ fs. States with nonzero orbital angular momentum vanish at the origin, so the contact contribution used here is absent.

If $\Delta$ is reduced but remains large compared with $\alpha^2M^2/4$, then $p_*\simeq\sqrt\Delta$ and the leading width falls as $\sqrt\Delta$. The threshold amplitude stays finite; phase space suppresses the decay. Counting only the Coulomb binding, the 1S channel closes when

$$M-M_0=\frac{\alpha^2M}{8},$$

because binding has then used up the energy released by the mass difference. The strong interaction moves this point slightly. The contact potential with the diagonal length $(2a_0+a_2)/(3M)$ lowers the level by $\alpha^3M(2a_0+a_2)/6\approx3.6$ eV, so the closing value of $M-M_0$, about $929$ eV, rises by about $2$ eV. At an energy $d$ above the true threshold, $p_*\simeq\sqrt{Md}$, and the width becomes comparable with $d$ only for $d$ below about $10^{-8}$ eV; there a single value of $p_*$ is inadequate.

For the actual masses, the lifetime is sensitive to the scattering lengths:

$$\frac{\delta\tau}{\tau}\simeq-2\,\frac{\delta(a_0-a_2)}{a_0-a_2}.$$

A one percent increase in $a_0-a_2$ lowers $\tau$ by about two percent. Using the tree ratio as a factor is itself an approximation: adding the tree-level shift $3\Delta/(32\pi F^2)$ to $a_0-a_2$ instead differs at higher chiral order and gives 2.94 to 2.96 fs for $F$ between 86 and 92 MeV. Also left out are higher-order isospin breaking, the interference of Coulomb and strong forces in the charged pair, and decay into two photons. The value 2.93 fs is thus an estimate at the stated order, and its third digit shows the arithmetic rather than the theoretical accuracy. The numerical output below gives the intermediate values with more digits.

## Computed values

```
charged-pion mass (input): 139.57 MeV
neutral-pion mass (input): 134.98 MeV
a0, a2 (inputs, dimensionless): 0.220, -0.045
a0 - a2 (dimensionless): 0.265
fine-structure constant: 0.00729735
alpha^3: 3.88594e-07
hbar: 6.582120e-16 eV s
1S binding energy: 1.8581 keV
Bohr momentum alpha M/2: 0.5092 MeV
density at origin |psi(0)|^2: 4.20371e-02 MeV^3
neutral-pion momentum p*: 35.495 MeV
threshold amplitude 32 pi (a0-a2)/3: 8.8802
width, direct rate: 0.21525 eV
width, leading formula: 0.21525 eV
lifetime, leading formula: 3.058 fs
mass-squared difference: 1260.2 MeV^2
tree amplitude ratio 1+Delta/(3M^2): 1.02156
width factor (ratio squared): 1.04359
width with isospin breaking: 0.22464 eV
lifetime with isospin breaking: 2.930 fs
a0-a2 needed for 2.9 fs without correction: 0.2721
model pole width / contact formula, length scale 1: 0.999383
model pole width / contact formula, length scale 0.1: 1.000824
model pole width / contact formula, length scale 0.01: 1.000131
```
